# Dechannelling along a crystal axis from diffusion in transverse energy: a program that tests the result

```python
"""Dechannelling of a fast ion beam along a crystal axis.

Result under test: with transverse energy e = E*theta^2 + U(r), accessible area
A(e) per string and local gain of transverse energy per path G(r),
    dn/dz = d/de [ B(e) d(n/A)/de ] - (H/A) n,
    B(e) = integral over U<e of G(r) (e - U(r)) d^2r,   n(e_c) = 0,
where H is the loss by single hard nuclear encounters integrated over the area.
The lost part of n is the dechannelled fraction.
Symbols: E beam energy, theta angle to the axis, U thermally averaged string
potential, r distance to the nearest string, b distance to one displaced atom,
sigma one-dimensional rms vibration, e_c = U(r_c) absorbing boundary.
Lengths are in nm and energies in eV unless a name says otherwise.
"""
from types import SimpleNamespace
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.special import ive, jn_zeros
from pyscf import gto, scf

PC = const.physical_constants
COULOMB = const.e / (4 * np.pi * const.epsilon_0) * 1e9
BOHR = PC["Bohr radius"][0] * 1e9
HARTREE = PC["Hartree energy in eV"][0]
MASS_RATIO = PC["alpha particle-electron mass ratio"][0]

# Inputs: helium in silicon along <100>; rough typical crystal values
Z_ION, Z_ATOM = 2, 14
BEAM = 2.0e6
LATTICE = 0.543
SIGMA = 0.0075
R_C = 0.015
DEPTHS = (500.0, 1000.0, 2000.0)

ROW = LATTICE                       # atom spacing along a <100> string
SIDE = LATTICE / np.sqrt(8)         # side of the square array of strings
K = Z_ION * Z_ATOM * COULOMB
SCREEN = (9 * np.pi**2 / 128) ** (1 / 3) * BOHR / Z_ATOM ** (1 / 3)
C2 = 3 * SCREEN**2

# Radial grid of the square cell, with the arc length inside the cell
NR = 3000
H_R = SIDE / np.sqrt(2) / NR
R = (np.arange(NR) + 0.5) * H_R
ARC = R * (2 * np.pi - 8 * np.arccos(np.minimum(1, SIDE / (2 * R))))
AREA = ARC * H_R
assert abs(AREA.sum() / SIDE**2 - 1) < 1e-3


# ---------- electrons ----------
def pole_limits(mv2, w):
    root = np.sqrt(mv2**2 - w**2)
    return w**2 / (mv2 + root), mv2 + root


def transverse_log(mv2, w):
    """Closed form of the integral of dq/q * q_perp^2/(2 omega_q)."""
    def primitive(x):
        return 0.5 * np.arcsinh(x / w) - (
            np.hypot(x, w) - w * np.arcsinh(w / x)) / (4 * mv2)
    low, high = pole_limits(mv2, w)
    return primitive(high) - primitive(low)


def stopping_log(mv2, w):
    low, high = pole_limits(mv2, w)
    return 0.5 * np.log(high / low)


def transverse_log_quadrature(mv2, w):
    """Same integral directly over ln q, in atomic units."""
    v2, w_au = mv2 / HARTREE, w / HARTREE

    def integrand(t):
        q2 = np.exp(2 * t)
        omega = np.sqrt(w_au**2 + q2**2 / 4)
        return max(0.0, q2 - omega**2 / v2) / (2 * omega)
    return quad(integrand, -5, 4, limit=400)[0]


N_VALENCE = 32 / LATTICE**3
PLASMON = const.hbar / const.e * np.sqrt(
    N_VALENCE * 1e27 * const.e**2 / (const.epsilon_0 * const.m_e))

atom = gto.M(atom="Si 0 0 0", basis="cc-pvdz", spin=2, verbose=0)
field = scf.UHF(atom).run()
assert field.converged
radius_au = np.linspace(0, 12, 4001)
points = np.outer(radius_au, np.ones(3) / np.sqrt(3))
orbitals = atom.eval_gto("GTOval_sph", points)
shell_au = sum(((orbitals @ field.mo_coeff[s][:, 1:5]) ** 2).sum(1)
               for s in (0, 1))
SHELL_COUNT = (4 * np.pi * radius_au**2 * shell_au).sum() * radius_au[1]
assert abs(SHELL_COUNT - 8) < 0.1     # small asphericity of the open-shell atom
SHELL_ENERGY = HARTREE * np.mean(
    [np.abs(field.mo_energy[s][1:5]).mean() for s in (0, 1)])
z_line = (np.arange(400) + 0.5) * 1e-3
N_SHELL = 2e-3 / ROW / BOHR**3 * np.interp(
    np.hypot(R[:, None], z_line) / BOHR, radius_au, shell_au).sum(1)

MV2 = 2 * BEAM / MASS_RATIO
for scale in (PLASMON, SHELL_ENERGY):
    assert abs(transverse_log(MV2, scale)
               - transverse_log_quadrature(MV2, scale)) < 1e-5
LEADING_LOG = 0.5 * (np.log(4 * MV2 / PLASMON) - 1)
assert abs(LEADING_LOG / transverse_log(MV2, PLASMON) - 1) < 0.04

# ---------- vibrating nuclei ----------
NODE, WEIGHT = np.polynomial.legendre.leggauss(100)


def kick(b):
    """Deflection by one atom in units of K/E."""
    return C2 / (b * (b**2 + C2))


def thermal_average(func, r, sigma, order=0, lower=0.0, upper=np.inf):
    """Average over Gaussian atom positions; order 1 gives the radial part."""
    r = np.atleast_1d(r)[:, None]
    low = np.maximum(r - 8 * sigma, lower)
    high = np.maximum(np.minimum(r + 8 * sigma, upper), low)
    b = low + (high - low) * (NODE + 1) / 2
    density = b / sigma**2 * np.exp(-(r - b)**2 / (2 * sigma**2))
    density = density * ive(order, r * b / sigma**2)
    return (WEIGHT * (high - low) / 2 * density * func(b)).sum(1)


def string_potential(r, sigma):
    return K / ROW * thermal_average(lambda b: np.log1p(C2 / b**2), r, sigma)


# ---------- transverse-energy equation ----------
def absorbing_modes(step, capacity, flux_b, sink):
    """Modes of the finite-volume equation with n = 0 at the upper edge."""
    link = flux_b / step
    link[0] = 0.0
    link[-1] *= 2.0
    diagonal = -(link[:-1] + link[1:] + sink) / capacity
    off = link[1:-1] / np.sqrt(capacity[:-1] * capacity[1:])
    return eigh_tridiagonal(diagonal, off)


def fokker_planck(beam=BEAM, sigma=SIGMA, r_c=R_C,
                  electrons=1.0, nuclei=1.0, hard=1.0):
    mv2 = 2 * beam / MASS_RATIO
    potential = string_potential(R, sigma)
    barrier = string_potential(r_c, sigma)[0]
    b_hard = K / np.sqrt(beam * barrier)
    mean = thermal_average(kick, R, sigma, order=1)
    second = thermal_average(lambda b: kick(b)**2, R, sigma, lower=b_hard)
    variance = np.maximum(second - mean**2, 0)
    gain_n = nuclei * K**2 * variance / (beam * ROW)
    gain_e = electrons * 2 * np.pi * (Z_ION * COULOMB)**2 / beam * (
        N_VALENCE * transverse_log(mv2, PLASMON)
        + N_SHELL * transverse_log(mv2, SHELL_ENERGY))
    hard_rate = hard * nuclei / ROW * thermal_average(
        np.ones_like, R, sigma, upper=b_hard)
    edges = np.linspace(potential.min(), barrier, 401)
    excess = np.maximum(edges[:, None] - potential, 0)
    capacity = np.diff(excess @ AREA)
    flux_b = excess @ ((gain_e + gain_n) * AREA)
    sink = np.diff(excess @ (hard_rate * AREA))
    rates, modes = absorbing_modes(edges[1] - edges[0], capacity, flux_b, sink)
    parallel = np.histogram(potential, bins=edges, weights=AREA)[0] / AREA.sum()
    root = np.sqrt(capacity)

    def lost(depth, start=None):
        initial = parallel
        if start is not None:
            initial = np.zeros(capacity.size)
            initial[np.searchsorted(edges, start) - 1] = 1.0
        amplitude = np.exp(rates * depth) * (modes.T @ (initial / root))
        return 1 - (root * (modes @ amplitude)).sum()

    return SimpleNamespace(
        potential=potential, barrier=barrier, b_hard=b_hard, mean=mean,
        variance=variance, gain_n=gain_n, gain_e=gain_e, hard_rate=hard_rate,
        slowest=-rates.max(), lost=lost, sigma=sigma, beam=beam)


# Solver against the harmonic well with uniform gain 1 and boundary 1
level = np.linspace(0, 1, 401)
harmonic = -absorbing_modes(level[1], np.diff(level**2 / 2),
                            level**2 / 2, np.zeros(400))[0].max()
harmonic_formula = jn_zeros(1, 1)[0]**2 / 8
assert abs(harmonic / harmonic_formula - 1) < 3e-3

base = fokker_planck()

# Mean force against the slope of the averaged potential
slope = np.gradient(base.potential, H_R)
region = (R > 0.02) & (R < 0.1)
assert np.allclose(-slope[region], 2 * K / ROW * base.mean[region], rtol=3e-3)

# Nuclear variance against random atom positions
rng = np.random.default_rng(7)
probe = int(0.02 / H_R)
shift = SIGMA * rng.standard_normal((2, 1000000))
bx, by = R[probe] - shift[0], -shift[1]
distance = np.hypot(bx, by)
force = kick(distance)
sampled = (np.mean(np.where(distance > base.b_hard, force**2, 0))
           - np.mean(force * bx / distance)**2)
assert abs(sampled / base.variance[probe] - 1) < 0.04

# Small-vibration limit of the variance
small, far = 0.0005, 0.03
gradient = -kick(far) * (3 * far**2 + C2) / (far * (far**2 + C2))
limit = small**2 * (gradient**2 + (kick(far) / far)**2)
direct = (thermal_average(lambda b: kick(b)**2, far, small)
          - thermal_average(kick, far, small, order=1)**2)[0]
assert abs(direct / limit - 1) < 0.01


# ---------- trajectory simulations ----------
def radial_index(position):
    distance = np.hypot(position[0], position[1])
    return np.minimum((distance / H_R).astype(int), NR - 1)


def simulate(model, atomistic, start=None, count=5000, seed=1):
    """Fractions that ever crossed the boundary and that are now above it."""
    random = np.random.default_rng(seed)
    energy_beam = model.beam
    position = (random.random((2, count)) - 0.5) * SIDE
    angle = np.zeros((2, count))
    if start is not None:             # even filling of one energy shell
        pending = np.arange(count)
        while pending.size:
            trial = (random.random((2, pending.size)) - 0.5) * SIDE
            good = model.potential[radial_index(trial)] < start
            position[:, pending[good]] = trial[:, good]
            pending = pending[~good]
        kinetic = start - model.potential[radial_index(position)]
        phase = 2 * np.pi * random.random(count)
        angle = np.sqrt(kinetic / energy_beam) * np.array(
            [np.cos(phase), np.sin(phase)])
    energy = (energy_beam * (angle**2).sum(0)
              + model.potential[radial_index(position)])
    lost = energy > model.barrier
    marks = [round(depth / ROW) for depth in DEPTHS]
    record = []
    for layer in range(1, marks[-1] + 1):
        position += 0.5 * ROW * angle
        position -= SIDE * np.rint(position / SIDE)
        index = radial_index(position)
        if atomistic:
            b = position - model.sigma * random.standard_normal((2, count))
            # the added length bounds the deflection in head-on encounters
            b2 = (b**2).sum(0) + (K / (2 * energy_beam))**2
            angle += K / energy_beam * C2 * b / (b2 * (b2 + C2))
            gain = model.gain_e[index]
        else:
            angle += K / energy_beam * model.mean[index] * position / R[index]
            gain = model.gain_e[index] + model.gain_n[index]
            lost |= random.random(count) < model.hard_rate[index] * ROW
        angle += (np.sqrt(gain * ROW / (2 * energy_beam))
                  * random.standard_normal((2, count)))
        position += 0.5 * ROW * angle
        position -= SIDE * np.rint(position / SIDE)
        energy = (energy_beam * (angle**2).sum(0)
                  + model.potential[radial_index(position)])
        lost |= energy > model.barrier
        if layer in marks:
            record.append((lost.mean(), (energy > model.barrier).mean()))
    return np.array(record)


def noise(fraction, count=5000):
    return 3 * np.sqrt(fraction * (1 - fraction) / count)


half = base.barrier / 2
shell_theory = np.array([base.lost(z, half) for z in DEPTHS])
beam_theory = np.array([base.lost(z) for z in DEPTHS])
shell_gauss = simulate(base, False, half, seed=2)
shell_atoms = simulate(base, True, half, seed=3)
beam_atoms = simulate(base, True, seed=4)

# Energy loss in the region open at half the boundary energy
open_region = base.potential < half
n_shell_open = (N_SHELL * AREA)[open_region].sum() / AREA[open_region].sum()
stopping = MASS_RATIO * 2 * np.pi * (Z_ION * COULOMB)**2 / BEAM * (
    N_VALENCE * stopping_log(MV2, PLASMON)
    + n_shell_open * stopping_log(MV2, SHELL_ENERGY))
energy_loss = stopping * DEPTHS[-1]
last = DEPTHS[-1]
variants = {
    "electrons only": fokker_planck(nuclei=0.0),
    "nuclei only": fokker_planck(electrons=0.0),
    "no hard encounters": fokker_planck(hard=0.0),
    "boundary radius 0.012 nm": fokker_planck(r_c=0.012),
    "boundary radius 0.020 nm": fokker_planck(r_c=0.020),
    "vibration 20 % larger": fokker_planck(sigma=1.2 * SIGMA),
    "mean energy after loss": fokker_planck(beam=BEAM - energy_loss / 2),
}

print(f"beam energy {BEAM/1e6:.2f} MeV, lattice constant {LATTICE:.3f} nm")
print(f"vibration rms {SIGMA:.4f} nm, boundary radius {R_C:.4f} nm")
print(f"string array side {SIDE:.4f} nm, area {SIDE**2:.5f} nm2")
print(f"K {K:.3f} eV nm, K/d {K/ROW:.2f} eV, screening {SCREEN:.5f} nm")
print(f"lowest potential {base.potential.min():.2f} eV")
print(f"boundary energy {base.barrier:.2f} eV")
print(f"boundary angle {np.degrees(np.sqrt(base.barrier/BEAM)):.3f} deg")
print(f"hard-encounter distance {base.b_hard:.5f} nm")
print(f"electron m v^2 {MV2:.1f} eV, plasmon {PLASMON:.2f} eV")
print(f"valence density {N_VALENCE:.1f} nm^-3")
print(f"L shell: {SHELL_COUNT:.3f} electrons, mean energy {SHELL_ENERGY:.1f} eV")
print(f"log factor valence {transverse_log(MV2, PLASMON):.4f}, "
      f"leading form {LEADING_LOG:.4f}")
print(f"log factor L shell {transverse_log(MV2, SHELL_ENERGY):.4f}")
for radius in (0.015, 0.02, 0.03, 0.05, 0.09):
    i = int(radius / H_R)
    print(f"r {radius:.3f} nm: U {base.potential[i]:.2f} eV, gain e "
          f"{1e3*base.gain_e[i]:.3f}, n {1e3*base.gain_n[i]:.4g} eV/um")
for energy in (20.0, half, 0.9 * base.barrier):
    gap = np.maximum(energy - base.potential, 0)
    area = AREA[gap > 0].sum()
    total = (base.gain_e + base.gain_n) * AREA
    print(f"e {energy:.2f} eV: A {area:.5f} nm2, drift "
          f"{1e3*total[gap > 0].sum()/area:.2f} eV/um, B/A "
          f"{1e3*(gap @ total)/area:.1f} eV2/um")
print(f"sampled/computed nuclear variance {sampled/base.variance[probe]:.4f}")
print(f"small-vibration variance ratio {direct/limit:.5f}")
print(f"harmonic decay: solver {harmonic:.5f}, Bessel {harmonic_formula:.5f}")
print(f"slowest decay length {1e-3/base.slowest:.3f} um")
print(f"initial loss of parallel beam {100*base.lost(0):.2f} %")
for i, depth in enumerate(DEPTHS):
    print(f"start e_c/2, {depth:.0f} nm: equation {100*shell_theory[i]:.2f}, "
          f"Gauss {100*shell_gauss[i, 0]:.2f}, "
          f"atoms {100*shell_atoms[i, 0]:.2f} %")
for i, depth in enumerate(DEPTHS):
    print(f"parallel, {depth:.0f} nm: equation {100*beam_theory[i]:.2f}, "
          f"atoms {100*beam_atoms[i, 0]:.2f}, "
          f"now above e_c {100*beam_atoms[i, 1]:.2f} %")
print(f"ions per simulation 5000, three-sigma noise at last parallel point "
      f"{100*noise(beam_theory[-1]):.2f} %")
for name, model in variants.items():
    print(f"{name}: lost at {last:.0f} nm {100*model.lost(last):.2f} %, "
          f"at start {100*model.lost(0):.2f} %")
print(f"model stopping {stopping:.1f} eV/nm, loss {energy_loss/1e3:.1f} keV, "
      f"{100*energy_loss/BEAM:.1f} % of beam energy")
print(f"0.05 deg divergence adds {BEAM*np.radians(0.05)**2:.2f} eV")
print(f"depth to cross one cell at e_c/2 {SIDE/np.sqrt(half/BEAM):.1f} nm")

# Allowances: counting noise plus finite energy change between string
# encounters; atoms also have non-Gaussian kicks, and a parallel beam needs
# some depth to fill its accessible phase space.
for i in (1, 2):
    p = shell_theory[i]
    assert abs(shell_gauss[i, 0] - p) < 0.12 * p + noise(p)
    assert abs(shell_atoms[i, 0] - p) < 0.25 * p + noise(p)
p = beam_theory[-1]
assert abs(beam_atoms[-1, 0] - p) < 0.35 * p + noise(p)
print("verified")
```

Running it gives:

```
beam energy 2.00 MeV, lattice constant 0.543 nm
vibration rms 0.0075 nm, boundary radius 0.0150 nm
string array side 0.1920 nm, area 0.03686 nm2
K 40.319 eV nm, K/d 74.25 eV, screening 0.01944 nm
lowest potential 4.46 eV
boundary energy 134.80 eV
boundary angle 0.470 deg
hard-encounter distance 0.00246 nm
electron m v^2 548.4 eV, plasmon 16.60 eV
valence density 199.9 nm^-3
L shell: 8.000 electrons, mean energy 128.6 eV
log factor valence 1.9050, leading form 1.9419
log factor L shell 0.7573
r 0.015 nm: U 134.80 eV, gain e 118.184, n 5463 eV/um
r 0.020 nm: U 103.37 eV, gain e 87.109, n 1989 eV/um
r 0.030 nm: U 62.91 eV, gain e 40.874, n 246.9 eV/um
r 0.050 nm: U 28.53 eV, gain e 13.394, n 11.45 eV/um
r 0.090 nm: U 9.84 eV, gain e 9.953, n 0.1885 eV/um
e 20.00 eV: A 0.02506 nm2, drift 10.57 eV/um, B/A 92.1 eV2/um
e 67.40 eV: A 0.03430 nm2, drift 24.59 eV/um, B/A 762.0 eV2/um
e 121.32 eV: A 0.03595 nm2, drift 84.78 eV/um, B/A 3359.3 eV2/um
sampled/computed nuclear variance 0.9982
small-vibration variance ratio 1.00176
harmonic decay: solver 1.83524, Bessel 1.83525
slowest decay length 4.855 um
initial loss of parallel beam 1.91 %
start e_c/2, 500 nm: equation 17.75, Gauss 15.92, atoms 16.84 %
start e_c/2, 1000 nm: equation 39.37, Gauss 35.48, atoms 36.70 %
start e_c/2, 2000 nm: equation 61.36, Gauss 57.42, atoms 58.92 %
parallel, 500 nm: equation 4.94, atoms 5.26, now above e_c 3.92 %
parallel, 1000 nm: equation 7.31, atoms 7.64, now above e_c 5.98 %
parallel, 2000 nm: equation 13.95, atoms 13.44, now above e_c 10.12 %
ions per simulation 5000, three-sigma noise at last parallel point 1.47 %
electrons only: lost at 2000 nm 7.86 %, at start 1.91 %
nuclei only: lost at 2000 nm 6.68 %, at start 1.91 %
no hard encounters: lost at 2000 nm 13.90 %, at start 1.91 %
boundary radius 0.012 nm: lost at 2000 nm 12.12 %, at start 1.23 %
boundary radius 0.020 nm: lost at 2000 nm 18.71 %, at start 3.41 %
vibration 20 % larger: lost at 2000 nm 17.82 %, at start 1.91 %
mean energy after loss: lost at 2000 nm 15.45 %, at start 1.91 %
model stopping 206.4 eV/nm, loss 412.8 keV, 20.6 % of beam energy
0.05 deg divergence adds 1.52 eV
depth to cross one cell at e_c/2 33.1 nm
verified
```
